# Where a rigid rotor's missing third of oscillator strength goes

**Question**

I learned that the oscillator strengths of a single particle add up to one, whatever potential it moves in. To practise, I took a particle of mass $m$ held at a fixed distance $R$ from the origin, with $H=L^2/(2mR^2)$, and light polarised along $z$. From the ground state I find one allowed transition, and its strength is $2/3$. There is nothing else to add.

A friend says that freezing the radial motion removes one of three degrees of freedom from the double commutator, hence $2/3$. But when I start from the state $J=1$, $M=0$, I get $2/5$, and the number of degrees of freedom has not changed. Is the sum rule wrong, is the friend wrong, and where did the rest of the strength go?

**Answer**

The sum rule is right for the Hamiltonian it was derived for, and yours is a different one. Your friend has the right mechanism, but counting degrees of freedom fixes the total over three polarisations and not the share of each one.

**What the sum measures**

For a stationary state $|i\rangle$ and light polarised along $z$, define

$$f_n=\frac{2m}{\hbar^2}(E_n-E_i)\,|\langle n|z|i\rangle|^2,\qquad S_z=\sum_n f_n .$$

The sum runs over all states of the model, and transitions to lower states count as negative. Write out the double commutator:

$$[z,[H,z]]=z(Hz-zH)-(Hz-zH)z=2zHz-z^2H-Hz^2 .$$

In the state $|i\rangle$, each of the last two terms gives $-E_i\langle z^2\rangle$. Inserting a complete set of energy eigenstates into the first term and into $\langle z^2\rangle$ gives

$$\langle[z,[H,z]]\rangle=2\sum_n(E_n-E_i)|\langle n|z|i\rangle|^2,
\qquad\text{so}\qquad S_z=\frac{m}{\hbar^2}\langle[z,[H,z]]\rangle .$$

Nothing has been assumed about $H$ so far. The value of the sum depends on what the double commutator is.

For a particle free to move in three dimensions, $H=p^2/2m+V(\mathbf r)$. A local potential that does not depend on velocity commutes with $z$, so

$$[H,z]=\frac{[p_z^2,z]}{2m}=-\frac{i\hbar}{m}p_z,\qquad
[z,[H,z]]=-\frac{i\hbar}{m}[z,p_z]=-\frac{i\hbar}{m}\,i\hbar=\frac{\hbar^2}{m}.$$

This is a constant and not an operator, so its expectation value is the same in every state, and $S_z=1$ in every bound stationary state. The derivation used the full $p_z^2$, and that is what the rotor lacks.

**What freezing the radius removes**

In spherical coordinates the kinetic energy is a radial part plus an angular part. Each has the form $T=-\frac{\hbar^2}{2m}\Delta$, where $\Delta$ is a second-order differential operator obeying the product rule

$$\Delta(gh)=g\,\Delta h+h\,\Delta g+2\,\Gamma(g,h).$$

The cross term $\Gamma$ collects the products of first derivatives:

$$\Gamma_{\rm rad}(g,h)=\partial_r g\,\partial_r h,\qquad
\Gamma_{\rm ang}(g,h)=\frac1{r^2}\left(\partial_\theta g\,\partial_\theta h+\frac{\partial_\phi g\,\partial_\phi h}{\sin^2\theta}\right).$$

Acting on a wave function $\psi$, the inner commutator is

$$[T,z]\psi=-\frac{\hbar^2}{2m}\bigl(\psi\,\Delta z+2\Gamma(z,\psi)\bigr).$$

In the outer commutator, $z[T,z]\psi-[T,z](z\psi)$, the terms with $\Delta z$ cancel. What remains is

$$[z,[T,z]]\psi=\frac{\hbar^2}{m}\bigl(\Gamma(z,z\psi)-z\,\Gamma(z,\psi)\bigr)=\frac{\hbar^2}{m}\,\Gamma(z,z)\,\psi ,$$

because $\Gamma(z,z\psi)=z\,\Gamma(z,\psi)+\psi\,\Gamma(z,z)$. With $z=r\cos\theta$, the two parts are

$$\Gamma_{\rm rad}(z,z)=\cos^2\theta,\qquad \Gamma_{\rm ang}(z,z)=\frac{(-r\sin\theta)^2}{r^2}=\sin^2\theta .$$

They are the squared components of the unit vector $\hat z$ along the radius and across it. Together they give 1, as before. The rotor keeps the angular part alone, with $r=R$, so

$$S_z=\langle\sin^2\theta\rangle=1-\langle\cos^2\theta\rangle .$$

The same holds for the other axes: $S_k=1-\langle n_k^2\rangle$, where $\mathbf n=\mathbf r/R$. Since $n_x^2+n_y^2+n_z^2=1$,

$$S_x+S_y+S_z=3-1=2$$

in every stationary state of the rotor. This is the exact form of your friend's argument: one direction of three is frozen, so the total drops from 3 to 2. Each polarisation gets $2/3$ if the state is isotropic, as the ground state is. Otherwise the total of 2 can be shared unequally.

**The ground state, line by line**

With $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\,\cos\theta$, we have $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Only the state $J=1$, $M=0$ is reached, with

$$E_1-E_0=\frac{2\hbar^2}{2mR^2}=\frac{\hbar^2}{mR^2},\qquad |\langle 1,0|z|0,0\rangle|=\frac{R}{\sqrt3},\qquad
f=\frac{2m}{\hbar^2}\cdot\frac{\hbar^2}{mR^2}\cdot\frac{R^2}{3}=\frac23 .$$

Take an electron on a sphere of radius $0.500$ nm, a round model value. The gap is $0.3048$ eV, a wavelength of $4.07$ µm, and the matrix element is $0.500/\sqrt3=0.2887$ nm. Since the gap is $\hbar^2/(mR^2)$, the strength is $2\,(0.2887/0.500)^2=0.667$. Mass and radius cancel from $f$, so no choice of them brings the sum to one.

**Why $J=1$, $M=0$ gives 2/5**

First, which states does $\cos\theta$ connect? The function $P=r^JY_{JM}$ is a polynomial of degree $J$ with $\nabla^2P=0$. Then $\nabla^2(zP)=2\,\partial_zP$, and $Q=\partial_zP$ is again harmonic, of degree $J-1$. For such a $Q$,

$$\nabla^2(r^2Q)=6Q+4(J-1)Q=(4J+2)Q .$$

Therefore $zP-r^2Q/(2J+1)$ is harmonic, of degree $J+1$. On the sphere this says that $\cos\theta\,Y_{JM}$ contains only $J+1$ and $J-1$. The value of $M$ is unchanged, because $\cos\theta$ does not depend on $\phi$.

Let $a_J=|\langle J+1,M|\cos\theta|J,M\rangle|^2$ at fixed $M$. The squared element from $J$ down to $J-1$ is then $a_{J-1}$. The energy differences are $+(J+1)\hbar^2/(mR^2)$ upward and $-J\hbar^2/(mR^2)$ downward, so

$$S_z=2(J+1)a_J-2J\,a_{J-1}.$$

Completeness gives $\langle\cos^2\theta\rangle=a_J+a_{J-1}$. Setting $S_z=1-a_J-a_{J-1}$ then yields

$$(2J+3)\,a_J=1+(2J-1)\,a_{J-1}.$$

Multiply by $2J+1$ and define $c_J=(2J+1)(2J+3)a_J$. The relation becomes $c_J=c_{J-1}+(2J+1)$. The lowest level for a given $M$ is $J=|M|$, which has no downward partner, so the sum starts there:

$$c_J=\sum_{k=|M|}^{J}(2k+1)=(J+1)^2-M^2,\qquad a_J=\frac{(J+1)^2-M^2}{(2J+1)(2J+3)} .$$

For $J=1$, $M=0$ this gives $a_1=4/15$ and $a_0=1/3$. The upward line contributes $2\cdot2\cdot\frac4{15}=\frac{16}{15}$ and the downward line $-2\cdot\frac13=-\frac23$, which add to $\frac25$. Your result is correct.

For general $J$ and $M$, put $a_J+a_{J-1}$ over a common denominator. Its numerator is

$$(2J-1)\bigl[(J+1)^2-M^2\bigr]+(2J+3)(J^2-M^2)=(2J+1)(2J^2+2J-1-2M^2).$$

The factor $2J+1$ cancels against the denominator. Subtracting the result from 1 gives

$$S_z=\frac{2(J^2+J-1+M^2)}{(2J-1)(2J+3)} .$$

The state $J=1$, $M=0$ has its probability gathered near the poles, where $\hat z$ points mostly along the frozen radius. That is why its $S_z$ is low, while $S_x=S_y=0.8$ make up the total of 2. In the opposite case, $M=\pm J$ with $J\ge1$, the particle favours the equator, where motion along $z$ is tangential, and it does so more strongly as $J$ grows. The formula reduces to $S_z=2(J+1)/(2J+3)$, which tends to 1 for large $J$.

If all $M$ of a level are equally populated, $M^2$ is replaced by its average $J(J+1)/3$. The numerator becomes $\frac23[4J(J+1)-3]=\frac23(2J-1)(2J+3)$, and the average of $S_z$ is $2/3$ for every $J$. So $2/3$ belongs to the ground state and to evenly populated levels, but not to each state separately.

**Where the missing third is**

A rigid constraint idealises a stiff one. Replace it by a local potential in three dimensions,

$$V(r)=\tfrac12m\omega^2(r-R)^2,\qquad \varepsilon=\frac{\hbar}{m\omega R^2}\ll1 .$$

Now the full sum rule applies and $S_z=1$, however large $\omega$ is. The question is which lines carry the strength.

Write the wave function as $u(r)Y_{lM}/r$. With $x=r-R$, the function $u$ for $l=0$ obeys the equation of a harmonic oscillator with length $a=\sqrt{\hbar/(m\omega)}=R\sqrt\varepsilon$. The condition $u(0)=0$ matters little, since the ground-state Gaussian has fallen to $e^{-1/(2\varepsilon)}$ there. From this state, $z$ leads to $l=1$ with

$$f_v=\frac{2m}{3\hbar^2}\,(E_{v,1}-E_{0,0})\,|\langle u_{v,1}|r|u_{0,0}\rangle|^2,$$

where $v$ numbers the radial states and the factor $1/3$ is the angular matrix element squared. The line $v=0$ is the rotor line. For $v=1$, to leading order, the energy is $\hbar\omega$ and the radial matrix element is $a/\sqrt2$:

$$f_1\approx\frac{2m}{3\hbar^2}\cdot\hbar\omega\cdot\frac{\hbar}{2m\omega}=\frac13 .$$

The stiffness cancels. In a stiffer shell the square of the radial amplitude falls as $1/\omega$, but the transition energy grows as $\omega$. The third does not fade away as the shell becomes rigid. It moves to ever higher energy, and the rigid model leaves out the states that carry it. If you add all lines first and then let $\omega\to\infty$, you get 1. If you keep only the rotational states and let $\omega\to\infty$, you get the rotor sum, which is $2/3$ for the ground state.

**How stiff is stiff enough?**

For $l=1$ the centrifugal energy adds, with $B=\hbar^2/(mR^2)=\varepsilon\hbar\omega$,

$$W=\frac{\hbar^2}{mr^2}=B\left(1-\frac{2x}{R}+\frac{3x^2}{R^2}-\dots\right).$$

Take the rotational line first. In the oscillator ground state $\langle x\rangle=0$ and $\langle x^2\rangle=a^2/2$, so the gap is $B(1+\frac32\varepsilon)$. The term linear in $x$ mixes the oscillator states $|0\rangle$ and $|1\rangle$. It gives $u_{0,1}$ an admixture of $|1\rangle$ with amplitude

$$\frac{2B}{R}\cdot\frac{a}{\sqrt2}\cdot\frac1{\hbar\omega}=\sqrt2\,\varepsilon^{3/2}.$$

This changes the matrix element $R$ by $\sqrt2\,\varepsilon^{3/2}\,a/\sqrt2=\varepsilon^2R$, and it changes the gap by a relative amount of order $\varepsilon^2$ as well. To first order,

$$f_0=\frac23\left(1+\frac32\varepsilon\right)=\frac23+\varepsilon .$$

For the radial line the energy is $\hbar\omega+B=\hbar\omega(1+\varepsilon)$. The state $u_{1,1}$ contains $|0\rangle$ with amplitude $-\sqrt2\,\varepsilon^{3/2}$. This small admixture is multiplied by the large length $R$:

$$\langle u_{1,1}|r|u_{0,0}\rangle=\frac{a}{\sqrt2}-\sqrt2\,\varepsilon^{3/2}R=\frac{a}{\sqrt2}(1-2\varepsilon),\qquad
f_1=\frac13(1+\varepsilon)(1-4\varepsilon)\approx\frac13-\varepsilon .$$

The gain of one line is the loss of the other. At finite stiffness, then, the two lines do not match the two parts of the double commutator one to one: the radial part has the expectation value $\langle\cos^2\theta\rangle=1/3$ in this state, while the radial line carries $1/3-\varepsilon$.

For the same electron with $\varepsilon=0.01$, the radial quantum is $\hbar\omega=0.3048/0.01=30.48$ eV. Solving the radial equation numerically gives these lines:

- The rotational line lies at $0.3094$ eV, which agrees with $0.3048\times1.015$. Its strength is $0.6769$, against $0.6767$ from the first-order formula.
- The radial line lies at $30.80$ eV with strength $0.3231$, against $0.3233$.
- All other lines together carry about $2\times10^{-7}$, and the total is $1.0000$.

When $\varepsilon$ is halved, the errors of both first-order formulas fall by a factor close to 4, as neglected terms of order $\varepsilon^2$ should. The numerical output below lists two other stiffnesses and the rotor sums up to $J=2$. With the shell in its ground state, a measurement that stops well below $\hbar\omega$ would find about $2/3$, and the rest would appear near $\hbar\omega$. From another rotational state, the low-energy part is close to the rotor sum of that state instead, for example $2/5$ for $J=1$, $M=0$, where the downward line counts as negative.

**Using this elsewhere**

The same reasoning covers other constraints. On a ring of radius $R$ in the $xy$ plane, $x=R\cos\phi$ and $\Gamma(x,x)=(\partial_\phi x)^2/R^2=\sin^2\phi$. The ground state is uniform in $\phi$, so $S_x=S_y=1/2$, while $S_z=0$ because $z$ is fixed. The total is 1, for one free direction.

Two conditions deserve a check before you expect the numbers above.

1. The mass in $f$ must be the mass that moves. For the relative motion of a diatomic molecule it is the reduced mass $\mu$. If $f$ is defined with another mass $m'$, every sum is multiplied by $m'/\mu$.
2. The coordinate $z$ must represent the dipole. If the dipole has magnitude $D(r)$ along the axis, replace $z$ by $D(r)\cos\theta$ in the derivation. The double commutator then contains $D'(r)^2\cos^2\theta+(D/r)^2\sin^2\theta$. The ratio of one third to two thirds requires $|D'|=|D|/r$ at $r=R$, which holds for a dipole proportional to $r$. A molecule for which these two magnitudes differ divides its strength differently between vibration and rotation.

A potential that is nonlocal or depends on velocity need not commute with $z$. If $[V,z]$ in turn does not commute with $z$, it adds its own term to the double commutator, and the sum can differ from one even for a particle with all three directions free. A term linear in the momentum adds nothing, because its commutator with $z$ contains no momentum (only position and, for a spin–orbit term, spin) and therefore commutes with $z$.

## Values computed for the example and the checks

```
Electron on a sphere
radius R = 0.500 nm
gap J=0 to J=1 = 0.3048 eV
wavelength = 4.068 micrometre
|<1,0|z|0,0>| = 0.2887 nm
oscillator strength of this line = 0.666667
Rigid-rotor sums (dimensionless)
J=0 M=0: S_x=0.6667 S_y=0.6667 S_z=0.6667 total=2.0000
J=1 M=0: S_x=0.8000 S_y=0.8000 S_z=0.4000 total=2.0000
J=1 M=1: S_x=0.6000 S_y=0.6000 S_z=0.8000 total=2.0000
J=2 M=0: S_x=0.7619 S_y=0.7619 S_z=0.4762 total=2.0000
J=2 M=1: S_x=0.7143 S_y=0.7143 S_z=0.5714 total=2.0000
J=2 M=2: S_x=0.5714 S_y=0.5714 S_z=0.8571 total=2.0000
M-average of S_z for J=0: 0.666667
M-average of S_z for J=1: 0.666667
M-average of S_z for J=2: 0.666667
Stiff shell, ground state, z polarisation
eps=0.020: hbar*w = 15.240 eV
  rotational line: 0.3142 eV, f = 0.687697, 2/3+eps = 0.686667
  radial line: 15.574 eV, f = 0.312301, 1/3-eps = 0.313333
  all other lines: f = 1.66e-06; total = 1.000000
eps=0.010: hbar*w = 30.480 eV
  rotational line: 0.3094 eV, f = 0.676921, 2/3+eps = 0.676667
  radial line: 30.799 eV, f = 0.323079, 1/3-eps = 0.323333
  all other lines: f = 1.86e-07; total = 1.000000
eps=0.005: hbar*w = 60.960 eV
  rotational line: 0.3071 eV, f = 0.671730, 2/3+eps = 0.671667
  radial line: 61.271 eV, f = 0.328270, 1/3-eps = 0.328333
  all other lines: f = 2.20e-08; total = 1.000000
rotational error ratios on halving eps: 4.058, 4.030
radial error ratios on halving eps: 4.062, 4.032
```
